Aluminium depletion and breakaway time of an oxidising alloy sheet

**Problem**

A flat alloy sheet, 1 mm thick and of density 7.2 g/cm³, oxidises in hot gas on both faces and forms an alumina scale, Al₂O₃. It starts with 5 wt% aluminium. Breakaway, the loss of the protective scale, is taken to occur when the aluminium content has fallen to 1 wt%. The parabolic constant is k = 1×10⁻¹² g²/cm⁴/s.

(a) Estimate the breakaway time, assuming that the aluminium content stays uniform through the alloy.

(b) The alloy diffusivity of aluminium is D = 1×10⁶ Å²/s. How much earlier does the alloy surface reach the threshold? Does the surface survive the fast oxidation at the start?

(c) The parabolic law gives an infinite rate at time zero, which no gas can supply. How does a limited supply change the answer to (a)?

(d) Suppose that the whole scale falls off after every period τ = 1×10⁶ s and regrows. When does the mean aluminium content reach 1 wt%?

**Conventions and assumptions**

Let w be the mass of oxygen taken up per unit area of one face. The constant k is defined by

w² = kt.

The scale is pure alumina, and no other element leaves the alloy. It stays attached except in (d), and the gas supplies enough oxygen except in (c). The edges of the sheet are neglected. The 1 wt% threshold is given, not derived; a real threshold depends on alloy, temperature and gas.

The values of D and τ are round model parameters. The algebra holds in any consistent set of units, atomic units included. In the numbers, lengths inside the alloy are in angstrom, with 10⁸ Å = 1 cm, while areal masses keep the g/cm² implied by k.

**Solution of (a): the aluminium budget**

*Consumption.* In Al₂O₃ two aluminium atoms bind three oxygen atoms. The aluminium mass a removed per unit area of one face is therefore

a = s w, s = 2M_Al/(3M_O).

With molar masses of 26.982 g/mol for aluminium and 15.999 g/mol for oxygen,

s = (2 × 26.982)/(3 × 15.999) = 1.1243.

*Reservoir.* Both faces are attacked equally, so no aluminium crosses the mid-plane, and each face draws on half the sheet. The half thickness is L = 5×10⁶ Å, and the alloy mass per unit area of one face is

m = ρL = 7.2 g/cm³ × (5×10⁶/10⁸) cm = 0.360 g/cm².

*Balance.* Let c₀ = 0.05 and c_b = 0.01 be the initial and threshold mass fractions. Removing aluminium lowers both the aluminium mass and the total alloy mass. At the threshold the loss a* satisfies

(m c₀ − a*)/(m − a*) = c_b.

Multiplying by the denominator gives

m c₀ − a* = c_b m − c_b a*.

Collecting the terms in a* on one side gives

a*(1 − c_b) = m(c₀ − c_b),

a* = m(c₀ − c_b)/(1 − c_b).

Numerically,

a* = 0.360 × 0.04/0.99 = 0.014545 g/cm².

The corresponding oxygen uptake is

w* = a*/s = 0.014545/1.1243 = 0.012937 g/cm².

*Time.* Differentiating w² = kt gives 2w dw/dt = k, or

dw/dt = k/(2w).

The rate is inversely proportional to the scale already present, as expected when transport through the scale controls growth. Setting w = w* in the parabolic law gives the breakaway time

t_B = (w*)²/k = (1/k) [ρL(c₀ − c_b)/(s(1 − c_b))]².

For the sheet,

t_B = (0.012937)²/(1×10⁻¹²) = 1.67×10⁸ s = 4.6×10⁴ h.

The uptake w* corresponds to an alumina scale about 69 µm thick (density 3.97 g/cm³), grown over five years. Real alumina scales usually crack or spall before reaching such a thickness, and their growth need not stay parabolic. The time t_B is therefore an idealised reference for an intact parabolic scale; part (d) treats scale loss. With k given to one figure, the result supports no more than about 2×10⁸ s. The further digits are kept only for the comparisons below.

*Reading the formula.* The time varies as L²/k. The reservoir grows in proportion to L, and the time needed to consume it grows as the square of the reservoir, because the scale slows its own growth. If one face were sealed, the other would draw on the full thickness, and the time would be four times as long, 6.7×10⁸ s.

Ignoring the change in alloy mass would give a* ≈ m(c₀ − c_b) = 0.0144 g/cm². The time would then be multiplied by (1 − c_b)² = 0.980, which makes it 2% shorter than t_B.

The definition of k matters far more. If the quoted constant belongs to the convention w² = 2kt, the time is halved, to 8.4×10⁷ s.

**Solution of (b): the alloy surface**

The scale takes aluminium from the alloy surface, and diffusion must replace it from inside. The surface is therefore poorer than the mean. To estimate the difference, treat the thickness and density of the alloy as fixed. The neglected mass loss is a*/m = 0.014545/0.360, or 4% of the alloy. Aluminium is light, so the loss of atoms is larger. For a balance of molar mass 55 g/mol and equal atomic volumes, the half thickness shrinks by about 8%. Allowing for this receding surface shortens the time shift found below by about 15%, to roughly 7×10⁶ s, and raises the early surface content from 3.6 to 3.7 wt%. The conclusions do not change.

*Flux.* From a = s w and w² = kt, the loss is a = a*√(t/t_B). The aluminium flux out of the alloy is its time derivative:

J = da/dt = a*/(2√(t t_B)).

*Late profile.* Let x be the distance from the mid-plane and C the aluminium mass per volume. Then

∂C/∂t = D ∂²C/∂x²,

with ∂C/∂x = 0 at x = 0 and −D ∂C/∂x = J at x = L.

When J changes little during the diffusion time L²/D, the profile keeps its shape and sinks at the same rate everywhere. That rate is fixed by the total loss: ∂C/∂t = −J/L. The diffusion equation becomes

D ∂²C/∂x² = −J/L.

Integrating twice, with zero slope at the mid-plane, gives

C(x) = C(0) − Jx²/(2DL).

The slope at x = L is −J/D, as the boundary condition requires. The average of x² over 0 < x < L is L²/3, so

C_mean = C(0) − JL/(6D),

C_surface = C(0) − JL/(2D).

The surface lies below the mean by

C_mean − C_surface = JL/(3D).

*Condition for the threshold.* Measure all deficits relative to the allowed deficit a*/L, so that fast diffusion gives back t_B. Define

u = √(t/t_B), e = L²/(6Dt_B).

The mean deficit is a/L, which is u in these units. The additional surface deficit is

[JL/(3D)]/(a*/L) = L²/(6D√(t t_B)) = e/u,

since √(t t_B) = u t_B. The surface reaches the threshold when

u + e/u = 1.

Multiplying by u gives u² − u + e = 0, with roots

u = [1 ± √(1 − 4e)]/2.

The larger root is the physical one. For small e the smaller root is u ≈ e, a time of about e²t_B. That is far shorter than L²/D = 6e t_B, so the late profile does not yet exist there.

For small e, √(1 − 4e) ≈ 1 − 2e. Hence u ≈ 1 − e and u² ≈ 1 − 2e. To first order the surface reaches the threshold earlier than t_B by

2e t_B = L²/(3D).

This shift does not contain k. A faster oxidation rate steepens the profile, but it also lowers the mean content faster, and to this order the two effects cancel in the time shift.

*Numbers.* The first-order shift is

L²/(3D) = (5×10⁶)²/(3×10⁶) s = 8.3×10⁶ s.

With e = 0.0249 the quadratic gives

u = [1 + √(1 − 0.0996)]/2 = 0.9745,

t_surface = u² t_B = 1.59×10⁸ s.

This is 5% below t_B. A finite-volume solution of the same diffusion problem, with no assumption about the shape of the profile, also gives 1.59×10⁸ s. Uniform depletion is thus a fair estimate for this sheet. The first-order shift would reach 10% of t_B if D were 5.0×10⁵ Å²/s.

*Start of oxidation.* At early times the flux is large and the mid-plane is not yet affected. The alloy then behaves as a half-space. Let y be the depth below the surface and θ the drop of C below its initial value. A constant surface drop Δ produces

θ = Δ erfc[y/(2√(Dt))].

The derivative of erfc(z) at z = 0 is −2/√π, so the outward aluminium flux is

−D ∂θ/∂y at y = 0 = Δ√(D/(πt)).

This has the same t^(−1/2) dependence as J. A parabolic scale therefore produces a sudden surface drop that stays constant until diffusion reaches the mid-plane. Equating the two fluxes,

Δ√(D/(πt)) = a*/(2√(t t_B)),

Δ = (a*/2)√(π/(Dt_B)).

Relative to the allowed deficit a*/L, the drop is

ΔL/a* = (L/2)√(π/(Dt_B)) = 0.343.

The surface content falls at once from 5 wt% to about

5 − 4 × 0.343 = 3.6 wt%.

It stays above 1 wt%, so the surface survives the start, provided that the given k holds from time zero. The drop grows as √k, so an early constant 1/0.343² ≈ 8.5 times larger would bring the surface to the threshold. The transient aluminas that form first on real alloys can grow faster than the steady scale, so this margin is not a guarantee. Since a*/√t_B = s√k, the drop can also be written as

Δ = (s/2)√(πk/D).

It does not depend on the thickness, so a thicker sheet gives no protection against it. If ΔL/a* were one or more, the surface would reach the threshold at the start, and t_B would be only an upper limit for a criterion based on surface content, not an estimate.

**Solution of (c): limited gas supply**

Let the gas supply at most a rate g of oxygen mass per area and time. The scale grows as w = gt until the parabolic rate k/(2w) has fallen to g. This happens at

w₁ = k/(2g), t₁ = w₁/g = k/(2g²).

From then on d(w²)/dt = k, so

w² = w₁² + k(t − t₁).

Setting w = w* and solving for the time,

t = (w*)²/k + t₁ − w₁²/k

= t_B + k/(2g²) − k/(4g²)

= t_B + k/(4g²).

The gas limit delays breakaway by k/(4g²), provided that w₁ < w*.

To judge the size of the delay, compare g with the parabolic rate at t_B, which is k/(2w*) = ½√(k/t_B). Write g = (r/2)√(k/t_B). Then

k/(4g²) = t_B/r².

A supply ten times the final parabolic rate delays breakaway by 1% of t_B. When r is well above one, the infinite initial rate is therefore harmless in (a), because it concerns only a scale much thinner than the final one. The condition w₁ < w* means r > 1. For r < 1 the gas controls growth throughout, and the time is w*/g. This assumes that the gas-limited scale is still pure alumina.

These results treat the supply as a hard cap, which has no effect once the scale is the slower step. If the supply acted instead as a resistance in series with the scale, so that dt/dw = 1/g + 2w/k, the delay would be w*/g = 2t_B/r. That is 20% of t_B for r = 10.

**Solution of (d): repeated loss of the scale**

Each fresh scale starts again at the fast early rate. Assume that it regrows as alumina with the same k. A full period then consumes the oxygen mass

√(kτ) = √(10⁻¹² × 10⁶) = 1.00×10⁻³ g/cm².

The total uptake allowed is still w*, since aluminium in a lost scale is lost to the alloy just as before. Write

w*/√(kτ) = n + f,

with n a whole number and 0 ≤ f < 1. After n full periods the remaining uptake is f√(kτ). The parabolic law gives the time for this last part as

(f√(kτ))²/k = f²τ.

The mean content therefore reaches the threshold at

t_loss = τ(n + f²).

For the sheet, n + f = 12.937, so n = 12 and f = 0.937:

t_loss = 10⁶ s × (12 + 0.878) = 1.29×10⁷ s.

This is shorter than t_B by a factor of 13.

*Simpler form.* Since w* = √(kt_B),

τ(n + f) = τ√(t_B/τ) = √(t_B τ).

This exceeds t_loss by τ(f − f²), which is at most τ/4, the value at f = ½. For many periods, the time is thus close to the geometric mean of the intact lifetime and the spalling period. It varies as L/√k instead of L²/k: on average the loss is linear in time, and doubling the thickness only about doubles the time. If τ > t_B, then n = 0 and f²τ = t_B, so the intact result returns.

*What this time means.* It refers to the mean content. The surface is never richer than the mean, for the following reason. The gradient ∂C/∂x itself obeys the diffusion equation. It starts at zero, remains zero at the mid-plane and is never positive at the surface. By the maximum principle it is never positive inside, so C never increases towards the surface. Hence t_loss is an upper estimate for a criterion based on surface content.

For D = 1×10⁶ Å²/s it is a poor one. The average flux is a*/t_loss, and the late-profile formula would give a surface deficit, relative to a*/L, of

L²/(3D t_loss) = 8.3×10⁶/1.29×10⁷ = 0.65.

This is not small. Departures from the late profile decay at least as fast as exp(−π²Dt/L²), with a decay time L²/(π²D) = 2.5×10⁶ s , so the value 0.65 is approached only after several periods, and the surface reaches the threshold before that. The time can be found by adding the effects of the successive scales. Each fresh scale causes a new sudden drop of 0.343. While the alloy still acts as a half-space, a scale that grew for one period τ leaves a surface drop of 0.343 × (2/π) arcsin√(τ/T) at a time T ≥ τ after its start. Just after the losses at τ, 2τ, 3τ and 4τ, the total deficit is 0.685, 0.856, 0.990 and 1.105. The surface thus reaches the threshold at the fourth loss, at 4×10⁶ s, and only narrowly escapes at the third. This is about a third of t_loss. Scale loss thus shortens the time in which the aluminium is used and also removes the justification for treating the alloy as uniform. The estimate of 1.29×10⁷ s describes the surface as well only if D is large enough to make L²/(3D) much smaller than t_loss and to keep the drop after each scale loss small.

Numerical values quoted here were computed with a short program.
